# Why gold dimers can sputter more than two separate atoms

## Definitions and the comparison being made

Let $Y_1$ be the mean number of target atoms ejected by one incident gold atom, and $Y_2$ the number ejected by one dimer. The enhancement is

$$K=\frac{Y_2}{2Y_1}.$$

Both projectiles have the same velocity, so each atom of the dimer carries the same energy $E$ as the single atom. Additivity means $K=1$. A dimer that ejects more than twice as many atoms as a single atom has $K>1$.

Near the surface, one atom deposits an energy $F$ per unit depth in atomic motion, and the dimer deposits $2F$. This assumes that the two atoms slow down independently. The target has atomic density $n$, atomic mass $M$ and surface barrier $U$. Temperature is expressed as the energy $\theta=kT$. The heat capacity per volume is $ck$, so the thermal energy per volume is $c\theta$. Lengths are in nm, times in ps and energies in eV.

The example uses round values in the rough regime of 100 keV gold atoms striking gold: $F=2$ keV/nm, $U=3.8$ eV, $n=60$ nm$^{-3}$ and $c=3n$. It illustrates the mechanism and does not predict a measured yield.

## What linear theory says

In a linear cascade, every moving atom strikes an atom at rest. Take equal-mass hard spheres with cross section $\sigma$, and neglect energy loss between collisions. After a collision at energy $E'$, the energies of the two outgoing atoms add up to $E'$, and each is uniformly distributed between 0 and $E'$. The expected density of outgoing atoms at energy $E_0$ is therefore $2/E'$.

Let $\psi(E_0)\,dE_0$ be the number of collisions made by atoms with energy in $dE_0$, below the initial energy $E$. The first collision contributes $2/E$, and later ones contribute an integral:

$$\psi(E_0)=\frac2E+2\int_{E_0}^{E}\frac{\psi(E')}{E'}\,dE'.$$

Differentiation gives $\psi'=-2\psi/E_0$, hence $\psi=A/E_0^2$. At $E_0=E$ the integral vanishes and $\psi=2/E$, so $A=2E$ and

$$\psi(E_0)=\frac{2E}{E_0^2}.$$

The mean path between collisions is $1/(n\sigma)$. A deposit $F$ per depth corresponds to $F/E$ such sources per depth, so the path length travelled per unit depth and energy is $2F/(n\sigma E_0^2)$.

An atom moving at angle $\vartheta$ to the outward normal travels $dz/\cos\vartheta$ within a layer $dz$. The number of crossings is thus the path length per depth times $\mu=\cos\vartheta$. Escape over a planar barrier requires $E_0\mu^2>U$. For isotropic motion the angular factor is

$$\frac12\int_{\sqrt{U/E_0}}^1\mu\,d\mu=\frac14\left(1-\frac U{E_0}\right).$$

For $E\gg U$ the upper energy limit may be taken to infinity:

$$Y_{\rm lin}=\frac{F}{2n\sigma}\int_U^\infty\left(\frac1{E_0^2}-\frac U{E_0^3}\right)dE_0
=\frac{F}{2n\sigma}\left(\frac1U-\frac1{2U}\right)=\frac{F}{4n\sigma U}.$$

With $\sigma=0.06$ nm$^2$,

$$Y_{\rm lin}=\frac{2000}{4(60)(0.06)(3.8)}=36.55.$$

The derivation places target material on both sides of the surface plane. A three-dimensional particle simulation with 100,000 isotropic sources of energy $30U$ gave 0.983 of the predicted crossings in that infinite medium, within the test's 4% tolerance. With a real surface, from which escaped atoms do not return, the ratio was 0.927, with statistical scatter near 0.01. Both ratios refer to the prediction multiplied by the finite-source factor $1-U/E$; relative to $F/(4n\sigma U)$ itself they are about 0.95 and 0.90. The half-space ratio falls as the source energy rises, to about 0.81 at $300U$.

The balance equation is linear in its source. Two atoms with the same $E$ double the source and hence double the solution, so $Y_2=2Y_1$. This additivity rests on two conditions: independent stopping, and targets that remain at rest until struck.

## Where the linear picture breaks down

Suppose that the deposited energy has spread into a cylinder around the track, with profile $\exp(-r^2/w_0^2)$ and $w_0=2$ nm. The energy per target atom on the axis is

$$\frac{F}{n\pi w_0^2}=\frac{2000}{60\pi(2)^2}=2.65\ {\rm eV}.$$

Divided by $U$, this is 0.70 for one atom and 1.40 for a dimer. If the energy were carried by atoms of energy $U$, the first number would be the fraction of atoms in motion. The second exceeds one, so the dimer supplies more than enough energy to set every atom on the axis moving with energy $U$. A linear cascade requires a fraction far below one. Here the atoms collide mainly with others that are already moving, and a hot region, or thermal spike, is the better starting point.

High density alone does not establish $K>1$. The emission must also respond more than proportionally to the extra energy.

## Why a hot region emits superadditively

Assume local thermal equilibrium at density $n$. Atoms whose outward velocity exceeds $v_U=\sqrt{2U/M}$ escape, giving the flux

$$\Phi(\theta)=n\sqrt{\frac{M}{2\pi\theta}}\int_{v_U}^{\infty}v\,e^{-Mv^2/2\theta}\,dv
=n\sqrt{\frac{\theta}{2\pi M}}\;e^{-U/\theta}.$$

The integral equals $(\theta/M)e^{-U/\theta}$, which produces the last form. Now consider emission per unit of thermal energy:

$$\frac{d}{d\theta}\ln\frac{\Phi}{\theta}=-\frac1{2\theta}+\frac U{\theta^2}.$$

This is positive for $\theta<2U=7.6$ eV. If two positive contributions satisfy $a+b<2U$, then

$$\Phi(a+b)=a\,\frac{\Phi(a+b)}{a+b}+b\,\frac{\Phi(a+b)}{a+b}>\Phi(a)+\Phi(b).$$

With constant heat diffusivity $D$, the heat equation is linear and the temperature rises of two tracks add. Their emission does not. The barrier makes the combined hot region emit more than the two separate regions would. The peak $\theta$ is 0.88 eV for one atom and 1.77 eV for a dimer, so the inequality applies throughout both spikes in the example.

## Cooling and the spike yield

The temperature after deposition is

$$\theta(r,t)=\frac{F}{\pi c w^2}e^{-r^2/w^2},\qquad w^2=w_0^2+4Dt.$$

It contains the correct energy, since $\int_0^\infty c\theta\,2\pi r\,dr=F$. It also solves the heat equation, because

$$\frac{\partial\theta}{\partial t}=4D\theta\left(\frac{r^2}{w^4}-\frac1{w^2}\right)=D\nabla^2\theta.$$

Heat flow along the depth is neglected. The spike yield is $\int dt\int2\pi r\,dr\,\Phi$.

At a fixed time let $\theta_m=F/(\pi c w^2)$ be the axial value. From $r^2=w^2\ln(\theta_m/\theta)$ it follows that $2\pi r\,dr=-\pi w^2d\theta/\theta$. The minus sign reverses the limits, and the emission rate becomes

$$\pi w^2\int_0^{\theta_m}\frac{\Phi(\theta)}{\theta}\,d\theta
=\frac{F}{c\theta_m}\int_0^{\theta_m}\frac{\Phi(\theta)}{\theta}\,d\theta .$$

The time element follows from $4D\,dt=dw^2=-F\,d\theta_m/(\pi c\theta_m^2)$. As time runs forward, $\theta_m$ falls from $\theta_0=F/(\pi c w_0^2)$ to zero. Hence

$$Y_{\rm sp}=\frac{F^2}{4\pi Dc^2}\int_0^{\theta_0}\frac{d\theta_m}{\theta_m^3}\int_0^{\theta_m}\frac{\Phi(\theta)}{\theta}\,d\theta.$$

Exchange the order of integration. For fixed $\theta$, the variable $\theta_m$ runs from $\theta$ to $\theta_0$, and its integral is $\frac12(\theta^{-2}-\theta_0^{-2})$. Therefore

$$Y_{\rm sp}=\frac{F^2}{8\pi Dc^2}\int_0^{\theta_0}\Phi(\theta)\left[\frac1{\theta^3}-\frac1{\theta\theta_0^2}\right]d\theta.$$

Put $u=U/\theta$ and $x=U/\theta_0$. With $\Gamma(s,x)=\int_x^\infty u^{s-1}e^{-u}du$, the two terms give

$$Y_{\rm sp}=\frac{nF^2}{8\pi Dc^2\sqrt{2\pi M}\,U^{3/2}}\left[\Gamma\!\left(\tfrac32,x\right)-x^2\Gamma\!\left(-\tfrac12,x\right)\right].$$

For $D=0.2$ nm$^2$/ps, the yield is 0.53 for one atom and 21.1 for a dimer. Direct integration over radius and time agrees with the closed form within the tested tolerance of 0.2%.

## Twice the area for twice the time

A scaling argument shows why doubling $F$ is so effective. Start with a spike of energy $F$ per depth and width $w_0/\sqrt2$. Magnify all radial lengths by $\sqrt2$ and all times by 2, leaving temperatures unchanged. Both sides of the heat equation acquire a factor $1/2$, so the magnified spike is also a solution. Its width is $w_0$, and its energy per depth is $2F$ because its area has doubled.

Every temperature now occupies twice the area for twice the time:

$$Y_{\rm sp}(2F,w_0)=4Y_{\rm sp}(F,w_0/\sqrt2).$$

This relation also holds when heat capacity and conductivity depend on temperature.

For constant $D$, the narrower spike of energy $F$ later widens to $w_0$. It then has precisely the temperature profile with which a spike of energy $F$ and initial width $w_0$ begins, but it has already emitted atoms. Thus

$$Y_{\rm sp}(2F,w_0)>4Y_{\rm sp}(F,w_0).$$

The spike emission per incident atom more than doubles. The argument requires a positive emission law and a finite yield, but not the particular form of $\Phi$.

**Narrow-track limit.** As $w_0\to0$, the initial width ceases to matter and the factor tends to 4. At $w_0=0.02$ nm, direct integration gives ratios of 4.000 for the yield, 2.000 for the mean emission time and 2.000 for the mean squared emission radius.

**Weakly emitting limit.** For $x\gg1$, repeated integration by parts gives $\Gamma(s,x)\simeq x^{s-1}e^{-x}[1+(s-1)/x]$. The bracket in $Y_{\rm sp}$ becomes

$$\sqrt{x}\,e^{-x}\left[\left(1+\frac1{2x}\right)-\left(1-\frac3{2x}\right)\right]=\frac{2e^{-x}}{\sqrt{x}}.$$

Doubling $F$ halves $x$, so the yield ratio is approximately $4\sqrt2\,e^{x/2}$. Here $x=3.8/0.884=4.30$ for one atom, which gives about 49. The full result is 39.9; the leading estimate is 22% too high because $x$ is only moderately large. A single atom barely activates the spike, whereas a dimer heats it enough for substantial emission.

## The total enhancement

Add the prompt cascade and the later spike:

$$K=\frac{2Y_{\rm lin}+Y_{\rm sp}(2F)}{2[Y_{\rm lin}+Y_{\rm sp}(F)]}
=1+\frac{Y_{\rm sp}(2F)-2Y_{\rm sp}(F)}{2[Y_{\rm lin}+Y_{\rm sp}(F)]}.$$

The numerator of the last fraction is positive, so $K>1$ in this model. Numerically,

$$Y_1=36.55+0.53=37.08,\qquad Y_2=73.10+21.06=94.16,$$

$$\frac{Y_2}{Y_1}=2.54,\qquad K=1.27.$$

The large ratio of spike yields does not carry over to the total, because most of the emission is still in the additive prompt part.

The separation into two parts is supported by their time scales. An atom of energy $U$ has a free-flight time of 0.14 ps, while the mean emission time of the dimer spike is 2.2 ps. The spike emits fastest at the start, however: about a fifth of the dimer spike yield, and over a third of the single-atom one, leaves within the first 0.5 ps. The separation remains an approximation: the linear formula is kept for the prompt part even though its slowest atoms move in a dense cascade, and the energy removed by prompt emission is not subtracted from the spike. The second omission is serious: the estimate in the next section lowers $K$ to about 1.07, or closer to 1 if the prompt atoms include harder recoils.

Track separation provides a control. With all other settings fixed, $K$ is 1.27 at 0.25 nm, 1.14 at 2 nm, 1.01 at 4 nm and 1.00 at 20 nm. The enhancement disappears when the hot regions no longer overlap. A separation of 0.25 nm along the beam delays the second atom by only 0.8 fs, which is negligible on the spike's time scale.

## How far to trust the number

The initial width matters greatly. Holding the other inputs fixed, $K=1.62$ for $w_0=1.5$ nm and 1.02 for 3 nm. Real cascades vary from impact to impact, so yields should be averaged over their shapes before $K$ is formed. A single average width can misrepresent the dense events.

Heat capacity matters too. Reducing it from $3k$ to $1.5k$ per atom gives $K=2.98$. The spike yield depends on $F$ and $c$ through $F/c$, so one atom now produces the 21.1 spike atoms previously produced by the dimer. The new dimer total is $2(2.977)(36.55+21.06)=343$ atoms. The hot core, of area $\pi w_0^2$, has about $\pi w_0^2n^{2/3}=193$ atoms in its top layer. The predicted removal is then about 1.8 layers, and the assumption of a fixed surface has failed. The value 2.98 shows sensitivity, not a credible upper estimate.

For the main example, three neglected heat sinks can be sized for the dimer:

- Evaporation removes about 3% of the heat in the emitting layer.
- Transfer to electrons removes about 2%, using a rough coupling of $2\times10^{16}$ W m$^{-3}$ K$^{-1}$. This value belongs to cold crystalline gold and is uncertain for a hot disordered region; a coupling of $10^{17}$ would by itself lower the dimer spike yield by about 30%.
- Melting takes about 2.5% on the axis at the start, using a rough 0.13 eV per atom against the dimer's 5.3 eV per atom there. Its share of the heat grows as the hot region spreads and cools; included in the heat equation, melting alone lowers the dimer spike yield by about 18% and gives $K\approx1.23$. The output's 0.049 is the same ratio for one projectile atom.

Together they amount to at least roughly 7%. This has a magnified effect on emission. The average logarithmic slope of spike yield against $F$ is $\ln39.9/\ln2=5.3$ between $F$ and $2F$. The reduced-heat-capacity case is equivalent to the next doubling and gives a slope of 3.7. Taking 4.5 near $2F$, a 7% heat loss lowers the dimer spike yield by about 30%, and $K$ falls from 1.27 to about 1.2.

The energy carried off by the prompt atoms matters more. Their linear spectrum, $1/E_0^2-U/E_0^3$, cut off at a highest recoil energy $E_m\gg U$, gives a mean energy of about $2U[\ln(E_m/U)-1]$ before they cross the barrier. For $E_m=30U$ this form gives $4.8U$; the exact integral of the spectrum gives $5.2U$, or 20 eV. The dimer's 73 prompt atoms then carry off about 1.4 keV, roughly a quarter of the 5.3 keV deposited in the top 1.3 nm. Some of that energy comes from deeper layers, but harder recoils would carry off more.

Lowering $F$ by a quarter in the spike formula alone gives $K\approx1.07$, and including the 7% above gives about 1.05. These values depend on $E_m$, which was chosen only for illustration. For $E_m=300U$ the same estimate gives a loss of about half the deposited energy. Halving $F$ uniformly would leave the dimer spike about 0.53 atoms and $K$ near 1.01. This overstates the loss, because part of it lies deeper and heat flows back to the surface; with the depth profile of the hard-sphere cascade the dimer spike emits about 2.6 atoms and $K$ is about 1.04. In this model overlap still makes $K$ exceed 1, but for these inputs the excess may be very small. The value 1.27 leaves out the heat losses and overstates the enhancement.

Other changes act in the opposite direction. Using the half-space simulation to reduce $Y_{\rm lin}$ gives $K=1.29$ for sources of energy $30U$ and about 1.33 for $300U$. A diffusivity $D=0.2\sqrt{\theta/1\,{\rm eV}}$ nm$^2$/ps together with a 300 K ambient gives 1.38; this calculation does not separate the two influences. Heat spreads vertically by about 1.3 nm during emission, so $F$ must be nearly uniform over at least that depth.

Compared with real gold, the least familiar input is $D$. The ordinary thermal diffusivity of solid gold is roughly 100 nm$^2$/ps because electrons carry the heat. The model's 0.2 nm$^2$/ps describes poorly conducting, disordered atomic motion before the electrons take up much energy. Since $Y_{\rm sp}\propto1/D$, using the ordinary value would reduce the dimer spike yield to about 0.04 and virtually remove the enhancement. The peak temperatures, about 10,000 K and 21,000 K, also lie far above gold's normal boiling point. Hot material may then leave collectively instead of atom by atom over a fixed barrier. The present model cannot size that change. Measured enhancements for heavy dimers on gold at such energies are much larger than these values, of order 2, so evaporation over a fixed barrier with these inputs does not account for the real effect.

## What to do in practice

Compare atomic and dimer beams at equal energy per atom: a 100 keV atom with a 200 keV dimer. A comparison at equal total energy changes the stopping of each atom and does not isolate overlap.

State whether fluence counts atoms or molecules. At $10^{14}$ incident atoms per cm$^2$, or 1 nm$^{-2}$, the example removes $37.08/60=0.62$ nm with single atoms. The same number of atoms delivered as dimers removes $(94.16/2)/60=0.78$ nm. For singly charged ions, the dimer dose carries half the charge: about 8 instead of 16 µC/cm$^2$. These depths assume yields that do not change with fluence, and they leave out the heat losses estimated above, which within the model bring the dimer depth closer to the single-atom one. On real gold the gap is larger than in this example.

A calculation that follows independent binary collisions with stationary targets will give additive yields for independently stopped atoms. It can supply the prompt contribution and the distribution of deposited energy, but it cannot supply the overlap effect. When the estimated moving fraction approaches one, calibrate removal with the actual dimer beam, or use a simulation in which moving atoms can collide with one another. Doubling a single-atom yield is justified when the dimer's own cascade is dilute or the dimer's spike emission is negligible. A negligible single-atom spike is not enough: in the example without heat losses it supplies only 0.53 of 37.08 atoms, yet $K=1.27$.

The numerical output below lists the inputs, yields and sensitivity results.

## Computed values

```
INPUTS (round, rough gold regime)
energy per projectile atom: 100 keV
F per atom: 2 keV/nm
initial width w0: 2 nm
barrier U: 3.8 eV
atomic density n: 60 nm^-3
cross section sigma: 0.06 nm^2
heat diffusivity D: 0.2 nm^2/ps
heat capacity c/n: 3 k per atom
atomic mass: 197 u
LINEAR CASCADE
Monte Carlo/formula, infinite medium: 0.983
Monte Carlo/formula, half-space: 0.927
Y_lin, one atom: 36.55 atoms
Y_lin, dimer: 73.10 atoms
SPIKE
energy per target atom, one projectile: 2.65 eV
moving-fraction estimate, one atom: 0.698
moving-fraction estimate, dimer: 1.4
peak kT, one atom: 0.884 eV
peak kT, dimer: 1.77 eV
peak T, one atom: 10261 K
peak T, dimer: 20521 K
flux/theta is largest at kT: 7.60 eV
Y_sp, one atom: 0.528 atoms
Y_sp, dimer: 21.06 atoms
Y_sp dimer/atom: 39.9
narrow limit: yield ratio: 4.000
narrow limit: duration ratio: 2.000
narrow limit: area ratio: 2.000
TOTAL
Y, one atom: 37.08 atoms
Y, dimer: 94.16 atoms
Y dimer / Y atom: 2.539
K: 1.270
K with half-space linear yield: 1.291
K, D ~ sqrt(theta), 300 K ambient: 1.377
K for w0 = 1.5 nm: 1.623
K for w0 = 3.0 nm: 1.016
K for heat capacity 1.5 k per atom: 2.977
K at track separation 0.25 nm: 1.267
K at track separation 2.0 nm: 1.141
K at track separation 4.0 nm: 1.014
K at track separation 20.0 nm: 1.000
TIMES AND NEGLECTED EFFECTS
bond length/projectile speed: 0.799 fs
free-flight time at energy U: 0.144 ps
mean spike emission time, dimer: 2.17 ps
vertical heat-flow length: 1.32 nm
evaporative energy loss fraction: 0.0293
electron-lattice loss fraction (rough): 0.0175
melting heat/deposited energy (rough): 0.049
300 K/peak T, one atom: 0.0292
dimer yield/top-layer core atoms: 0.489
```
